\section*{Drude and superfluid weights in a metal, insulator and superconductor, part 1}

(Sections cited here and not found follow in the second part.)

On a half-filled square lattice with hopping $t=0.30$ eV, a band insulator with gap $2m=1.4$ eV and a BCS state with $\Delta=m$ have the same quasiparticle energies and the same kinetic energy per $x$ bond, $-0.548415\,t$. Yet the insulator has Drude weight $D=0$ and superfluid weight $D_s=0$, while the BCS state has $D=D_s=1.9114\times10^{11}$ S/s. The spectrum cannot account for this. The difference lies in the matrix that represents the current, and hence in the current correlator. The Scalapino-White-Zhang criteria read $D$ and $D_s$ from two limits of this correlator; the two limits agree within each of these gapped states at $T=0$ and differ in a metal.

\section{Problem}

The lattice has constant $a$ and $N$ sites, and identical decoupled layers are stacked with spacing $d$. With $\kappa_i=k_ia$, the band is $\varepsilon_k=-2t(\cos\kappa_x+\cos\kappa_y)$; $\xi=\varepsilon-\mu$, $f(E)=1/(e^{\beta E}+1)$, $\beta=1/k_BT$, and the electron charge is $-e$. Define
\begin{align}
K&=\frac1N\sum_{k\sigma}2t\cos\kappa_x\,\langle n_{k\sigma}\rangle,\qquad
J(q)=\sum_{k\sigma}\gamma_k\,c^\dagger_{k-q/2,\sigma}c_{k+q/2,\sigma},\qquad \gamma_k=2t\sin\kappa_x,\\
\Lambda(q,i\omega)&=\frac{1}{N\hbar}\int_0^{\hbar\beta}d\tau\,e^{i\omega\tau}\langle J(q,\tau)J(-q,0)\rangle .
\end{align}
(a) Express $D$ and $D_s$ through $K$ and $\Lambda$. (b) Evaluate them for the bare band, (c) for the half-filled band with potential $m(-1)^{x+y}$ at $T=0$, (d) for the $s$-wave BCS state. (e) Test the gauge condition $\Lambda(q_x,q_y{=}0,0)=K$. Take $N\to\infty$ before $q\to0$ or $\omega\to0$.

\section{Hints}

\begin{enumerate}
\item Expand the Peierls phase to second order. A uniform electric field and a static magnetic field are different limits of one kernel.
\item Watch the terms of the bubble whose energy denominator vanishes at $q=0$.
\item $\partial\varepsilon/\partial\kappa_x=\gamma$, and the zone sum of a $\kappa_x$ derivative of a periodic function vanishes.
\item Parts (c) and (d) share a $2\times2$ Hamiltonian. Find the matrix that represents the current in each.
\item A gauge transformation changes the phase of $\Delta$, so the phase must be allowed to respond.
\end{enumerate}

\section{Solution}

\subsection{The kernel and its limits}

A vector potential $A_x$ multiplies the hop from $r$ to $r+\hat x$ by $e^{i\phi_b}$ with $\phi_b=-eaA_x/\hbar$, which is the substitution $k\to k+eA/\hbar$. To second order,
\begin{equation}
-t e^{i\phi_b}c^\dagger_{r+\hat x}c_r+\text{h.c.}=K_b\left(1-\tfrac12\phi_b^2\right)-\phi_b\,j_b,
\end{equation}
with $K_b=-t(c^\dagger_{r+\hat x}c_r+\text{h.c.})$, $j_b=it(c^\dagger_{r+\hat x}c_r-\text{h.c.})$, spin sums implied, and $\langle K_b\rangle=-K$. Let $r_b$ be the bond midpoint. In $\sum_be^{-iq\cdot r_b}j_b$ the operator $c^\dagger_{k-q/2}c_{k+q/2}$ has the coefficient $it(e^{-i\kappa_x}-e^{i\kappa_x})=\gamma_k$, so this sum is $J(q)$, and $J(-q)=J(q)^\dagger$.

For any quadratic Hamiltonian with eigenmodes $a_n$, write $J(q)=\sum_{ln} J_{ln}a_l^\dagger a_n$. The time dependence is $e^{(E_l-E_n)\tau/\hbar}$ and Wick's theorem gives $\langle a^\dagger_la_na^\dagger_na_l\rangle=f_l(1-f_n)$. The $\tau$ integral gives $(e^{\beta(E_l-E_n)}-1)/(E_l-E_n+i\hbar\omega)$, and $f_l(1-f_n)e^{\beta(E_l-E_n)}=f_n(1-f_l)$, so
\begin{equation}
\Lambda(q,i\omega)=\frac1N\sum_{ln}|J_{ln}|^2\frac{f_l-f_n}{E_n-E_l-i\hbar\omega}.
\label{bubble}
\end{equation}
A term with $E_l=E_n$ vanishes for $\omega\neq0$, but at $\omega=0$ the integrand is constant and the term is $\beta f(1-f)=-f'$. The retarded function $(i/N\hbar)\int_0^\infty dt\,e^{i\omega t}\langle[J(q,t),J(-q)]\rangle$ gives the same sum with $i\omega\to\omega+i0$, because $\langle[a_l^\dagger a_n,a_n^\dagger a_l]\rangle=f_l-f_n$. The limit $\omega\to0$ always means that of the function \eqref{bubble} of a continuous variable, and not the term $\omega=0$.

For $\phi_b=\phi\,e^{iq\cdot r_b}$ the linear perturbation is $-\phi J(-q)$, and the Kubo formula gives $\delta\langle j_b\rangle=\Lambda\phi_b$. Hence $\langle\partial H/\partial\phi_b\rangle=(K-\Lambda)\phi_b$. Each bond owns the area $a^2$, so the sheet current is
\begin{equation}
j_x=-\frac1{a^2}\Big\langle\frac{\partial H}{\partial A_x}\Big\rangle=\frac{e}{\hbar a}(K-\Lambda)\phi_b=-\frac{e^2}{\hbar^2}\,[K-\Lambda(q,\omega)]\,A_x .
\end{equation}
For a static wave $\partial\Omega/\partial\phi_b=\langle\partial H/\partial\phi_b\rangle$, and integrating over the amplitude gives the change of the grand potential, $\delta\Omega=\frac12(K-\Lambda)\sum_b\phi_b^2$.

A uniform electric field has $q=0$ and $E=-\partial_tA=i\omega A$, so $\sigma=i(e^2/\hbar^2)(K-\Lambda)/(\omega+i0)$. With $i/(\omega+i0)=\pi\delta(\omega)+i\,\mathrm P/\omega$, $\mathrm{Re}\,\sigma$ contains $D\delta(\omega)$. A static magnetic field is described by $A_x(y)$, with $j_x=-(D_s/\pi)A_x$ at long wavelength. Thus
\begin{equation}
D=\frac{\pi e^2}{\hbar^2}\left[K-\Lambda(0,i\omega\to0)\right],\qquad
D_s=\frac{\pi e^2}{\hbar^2}\left[K-\Lambda(q_x{=}0,q_y\to0,0)\right],
\end{equation}
both in S/s. In the stack the current density is $j_x/d$. Amp\`ere's law $-\partial_y^2A_x=\mu_0j_x/d$ gives the penetration depth, $\lambda^{-2}=\mu_0D_s/(\pi d)$, and $\epsilon=1+i\sigma/(\epsilon_0\omega d)=1-\omega_p^2/\omega^2$ gives the unscreened plasma frequency, $\omega_p^2=D/(\pi\epsilon_0d)$.

A static $\phi$ that depends on $x$ only, with $q_x\ne0$, can be written $\phi_b=\theta_{r+\hat x}-\theta_r$ and is removed by $\tilde c_r=e^{-i\theta_r}c_r$. The $y$ hops, on-site potentials and an on-site density interaction are unchanged by this transformation, hence $\delta\Omega=0$, so the exact correlator obeys $\Lambda(q_x,0,0)=K$.

\subsection{Metal}

Subscripts $\pm$ denote $k\pm q/2$. Equation \eqref{bubble} with two spins reads
\begin{equation}
\Lambda=\frac2N\sum_k\gamma^2\frac{f_--f_+}{\varepsilon_+-\varepsilon_--i\hbar\omega}=\frac2N\sum_k\gamma^2\frac{(f_--f_+)(\varepsilon_+-\varepsilon_-)}{(\varepsilon_+-\varepsilon_-)^2+\hbar^2\omega^2},
\end{equation}
where $f_\pm=f(\xi_\pm)$ and the imaginary part cancels because it is odd under $k\to-k$. At $q=0$ the numerator vanishes, so $D=\pi e^2K/\hbar^2$. At $\omega=0$, $q\to0$ the quotient tends to $-f'$. From $0=\sum_k\partial_{\kappa_x}(\gamma f)=\sum_k(2t\cos\kappa_xf+\gamma^2f')$,
\begin{equation}
\Lambda(q_y\to0,0)=\frac2N\sum_k\gamma^2(-f')=\frac2N\sum_k2t\cos\kappa_x f=K,\qquad D_s=0 .
\end{equation}
The integration by parts needs $N\to\infty$. On a small cluster at $T=0$ with a closed shell, $-f'$ vanishes on every level, and the same formula would wrongly report a superfluid.

For $q=(q_x,0)$ set $s=\sin(q_xa/2)$. Then $\varepsilon_+-\varepsilon_-=4t\sin\kappa_x\,s=2s\gamma$. For any function $n_k$, shifting $k$ in each term gives
\begin{equation}
\sum_k\gamma_k(n_--n_+)=\sum_kn_k(\gamma_{k+q/2}-\gamma_{k-q/2})=2s\sum_k2t\cos\kappa_x\,n_k,
\label{shift}
\end{equation}
so $\Lambda=(2/N)\sum\gamma(f_--f_+)/2s=K$ for every $q_x$.

At half filling and $T=0$ the occupied states have $|\kappa_x|<\pi-|\kappa_y|$, and
\begin{equation}
K=\frac{2}{4\pi^2}\int_{-\pi}^{\pi}d\kappa_y\,4t\,|\sin\kappa_y|=\frac{8t}{\pi^2}=0.81057\,t .
\end{equation}
The chosen inputs are $t=0.30$ eV and $a=d=0.32$ nm. Then $\pi e^2t/\hbar^2=3.48538\times10^{11}$ S/s, $D=3.48538\times10^{11}\times0.81057=2.8251\times10^{11}$ S/s and $\hbar\omega_p=3.708$ eV. At $\mu=-t$ and 300 K (0.6178 electrons per site), $K=0.726118\,t$ and $D=2.5308\times10^{11}$ S/s. The ratio $(\varepsilon_+-\varepsilon_-)/\hbar\omega$ selects the limit: $\Lambda=0.000680\,t$ at $q_ya=0.001$, $\hbar\omega=0.05\,t$, and $\Lambda=0.72599\,t$ at $q_ya=0.02$, $\hbar\omega=10^{-5}t$. (The last value needs a mesh that resolves the strip $|\kappa_y|\lesssim\hbar\omega/(2tq_ya)=2.5\times10^{-4}$ where $\varepsilon_+-\varepsilon_-<\hbar\omega$; a uniform $1200\times1200$ grid misses most of it and gives $0.72611\,t$.) In the first case the occupations cannot follow the shift of the band and a current flows; in the second they relax and cancel it.

\subsection{Two-level algebra}

For $h=x\tau_z+g\tau_x$ put $E=\sqrt{x^2+g^2}$, $\cos\vartheta=x/E$, $\sin\vartheta=g/E$. The eigenvectors of energy $\nu E$, $\nu=\pm1$, are real unit vectors $(\cos\alpha,\sin\alpha)$ with $\alpha=\vartheta/2$ for $\nu=+1$ and $\alpha=\vartheta/2+\pi/2$ for $\nu=-1$. For vectors $u,v$ at angles $\alpha,\alpha'$, multiplying out gives
\begin{equation}
u^Tv=\cos(\alpha-\alpha'),\qquad u^T\tau_zv=\cos(\alpha+\alpha'),\qquad u^T\tau_yv=i\sin(\alpha-\alpha').
\label{elements}
\end{equation}

\subsection{Band insulator}

The staggered potential couples $k$ to $k+Q$, $Q=(\pi,\pi)/a$, where $\varepsilon$, $\gamma$ and $\cos\kappa_x$ change sign. In the basis $(c_k,c_{k+Q})$, with $k$ in half the zone, $h=\varepsilon\tau_z+m\tau_x$ and the current vertex is $\gamma\tau_z$. The gap is $2m$. All summands below are invariant under $k\to k+Q$, so two spins times half the zone equal one full zone. The filled lower band has $n_k-n_{k+Q}=\langle\tau_z\rangle=-\varepsilon/E$, so $K=-\frac1N\sum_k2t\cos\kappa_x\,\varepsilon/E$.

At $T=0$ only interband terms of \eqref{bubble} survive. By \eqref{elements} their squared element is $\sin^2[(\vartheta_++\vartheta_-)/2]=\frac12[1-(\varepsilon_+\varepsilon_--m^2)/E_+E_-]$. With $S=E_++E_-$ the two terms give $1/(S-i\hbar\omega)+1/(S+i\hbar\omega)$, so
\begin{equation}
\Lambda=\frac1N\sum_k\gamma^2\left[1-\frac{\varepsilon_+\varepsilon_--m^2}{E_+E_-}\right]\frac{S}{S^2+\hbar^2\omega^2}.
\label{ins}
\end{equation}
Since $S\ge2m$, this is continuous at $q=0,\omega=0$. There the bracket is $2m^2/E^2$ and $S=2E$, so every limit gives $\frac1N\sum\gamma^2m^2/E^3$. Now $\partial_{\kappa_x}E=\gamma\varepsilon/E$ and $d(\varepsilon/E)/d\varepsilon=m^2/E^3$, so
\begin{equation}
0=\sum_k\partial_{\kappa_x}^2E=\sum_k\left[2t\cos\kappa_x\frac{\varepsilon}{E}+\gamma^2\frac{m^2}{E^3}\right]
\quad\Rightarrow\quad\Lambda(0,0)=K .
\label{kohn}
\end{equation}
Thus $D=D_s=0$: the energy of a full band does not change when $k$ is shifted, which is Kohn's criterion. The longitudinal condition holds by the gauge argument, since \eqref{ins} is the exact correlator. For $2m=1.4$ eV, $m=2.3333\,t$ and $K=\Lambda(0,0)=0.548415\,t$.

The weight is not lost. For $\omega\ne0$, $\mathrm{Re}\,\sigma=(e^2/\hbar^2)\,\mathrm{Im}\Lambda/\omega$, and each term of \eqref{bubble} has imaginary part $(\pi/N)|J_{ln}|^2(f_l-f_n)\,\delta(E_n-E_l-\hbar\omega)$. Integrating over all $\omega$ gives $\pi e^2\Lambda(0,i\omega\to0)/\hbar^2$, here $1.9114\times10^{11}$ S/s of interband absorption. At $T>0$ thermally excited carriers add intraband terms of order $e^{-\beta m}$, which behave as in the metal, so $D=0$ is a $T=0$ criterion.

The two weights are now expressed through $K$ and limits of $\Lambda$, giving $D>0$, $D_s=0$ for the clean metal and $D=D_s=0$ for the band insulator at $T=0$. What remains is the BCS state, including the phase response needed for the gauge condition, followed by the metal's orbital susceptibility and the insulator's dielectric constant.

Numbers in the example were calculated in double precision.
